A Straight Current-Field Plot Does Not Identify the Slow Oxidation Step

**Q:** I have plotted the logarithm of the ionic current density against the field in an anodic oxide. The plot is straight over two decades. An exponential law is what slow entry of metal ions into the oxide should give, so the metal-oxide interface limits the rate.

**A:** Slow entry does give that law. Your inference also needs the converse, that no other step gives it. What makes the entry current exponential?

**Q:** An ion must climb a barrier W. The field pulls it toward the top, so the barrier becomes lower and the jump rate grows exponentially.

**A:** Let q be the magnitude of the ion's charge, a the distance from the well to the barrier top, and γ the ratio of the field acting on the ion, averaged from well to top, to the mean field in the oxide. To first order in the field E, the work done on the way to the top is

pE, with p = γqa.

The barrier becomes W − pE, and the rate contains exp(βE), with β = p/kT. Count current density J and field as positive from metal to electrolyte. If E₀ is the field at the entry interface, the entry current is

J = J_m exp(β_m E₀).

The prefactor J_m contains the supply of ions, the attempt rate and the zero-field barrier. Now consider an ion already inside the oxide. What changes?

**Q:** It also hops over a barrier, so its rate is exponential too.

**A:** Yes. Let the wells be 2a apart and the mobile charge density be ρ_mob. Each layer of wells holds charge ρ_mob·2a per area, and each ion jumps forward at the rate ν exp(−W/kT) exp(β_b E). Hence

J = ρ_mob u exp(β_b E), with u = 2aν exp(−W/kT).

Over a full jump the field does the work 2qaE, so reverse jumps are weaker by exp(−2qaE/kT) and are dropped. If something holds ρ_mob fixed, bulk hopping gives a straight plot as well.

**Q:** But what holds it fixed? If entry is slow, few ions are present, and the bulk carries away whatever enters.

**A:** Space charge provides the link. Suppose the oxide contains immobile charge of density ρ and sign opposite to the mobile ions. Take cations entering at the metal, x = 0, in steady state. With permittivity ε, Gauss's law reads

ε dE/dx = ρ_mob − ρ = (J/u) exp(−β_b E) − ρ.

Multiply by (β_b/ε) exp(β_b E) and define y = exp(β_b E). Since dy/dx = β_b y dE/dx,

dy/dx = (β_b/ε)(J/u − ρy).

With λ = ε/(β_b ρ) and J_b = ρu, this becomes

dy/dx = (J/J_b − y)/λ.

The equation is linear. With w = exp(−x/λ) and y₀ = exp(β_b E₀), its solution is

y = (1 − w)J/J_b + w y₀.

Near the entry side the field is set by entry. Deeper in, y approaches J/J_b, the value at which mobile and fixed charge cancel, and the difference decays exponentially over the length λ. The field depends on the logarithm of y, so it can take several λ to settle when y₀ is far above J/J_b.

**Q:** Then the current-field curve should change shape as control passes from entry to bulk.

**A:** Try equal activation dipoles first, β_m = β_b = β. Entry gives y₀ = J/J_m. With r = J_b/J_m,

y = (J/J_b)[1 + (r − 1)w].

The measured field is the mean Ē = V/L, where V is the voltage across the oxide and L its thickness. Write ⟨ ⟩ for an average over the thickness. Because βE = ln y,

βĒ = ln(J/J_b) + M, with M = ⟨ln[1 + (r − 1)w]⟩,

and therefore

J = J_b exp(−M) exp(βĒ).

M depends on r and L/λ, but not on J. At fixed thickness the plot is straight with slope β for every r.

The average can be done in closed form. Use dx = −λ dw/w, set t = (1 − r)w, and define Li₂(z) = −∫₀ᶻ ln(1 − t) dt/t. Then

M = (λ/L)[Li₂((1 − r)exp(−L/λ)) − Li₂(1 − r)].

**Q:** That shows that r does not affect the slope. How do I say which step is limiting when both matter?

**A:** Ask how much the current responds when one step is made faster at fixed Ē, L and ρ:

C_m = ∂ln J/∂ln J_m and C_b = ∂ln J/∂ln u.

A value near one means that the step controls the current. From the result for J,

ln J = βĒ − ⟨ln[(1 − w)/J_b + w/J_m]⟩.

Differentiating with respect to ln J_m gives

C_m = ⟨rw/[1 + (r − 1)w]⟩.

The same substitution for dx turns this into an integral over w from exp(−L/λ) to 1:

C_m = (λ/L) ∫ r dw/[1 + (r − 1)w]
= (λ/L) [r/(r − 1)] ln{r/[1 + (r − 1)exp(−L/λ)]}.

For r = 1 the integrand is one, and C_m = (λ/L)[1 − exp(−L/λ)].

At fixed r, C_m tends to one as L tends to zero: a very thin film holds too little space charge to alter the entry field. As L/λ grows without limit, C_m tends to zero and the neutral bulk takes control. The slope is β throughout.

**Q:** Give me numbers. I work with barrier films on aluminium.

**A:** Take round parameters in that rough regime: relative permittivity 9, p = 1.0 e·nm, 298 K, and 10¹⁷ cm⁻³ fixed sites that each balance one ion of charge 3e. Then kT = 0.0257 eV, β = 3.89 per MV/cm and λ = 42.6 nm. A film of 100 nm at 7 MV/cm carries 70 V.

I choose the prefactors of three films so that each gives 1 mA/cm² there. All three then follow

J = (1.47 × 10⁻¹² mA/cm²) exp(βĒ).

Here L/λ = 2.35 and exp(−L/λ) = 0.096. The formula for C_m gives:

r = 100: 0.426 × 1.010 × ln(100/10.5) = 0.97
r = 1: 0.426 × 0.904 = 0.39
r = 0.1: 0.426 × (−0.111) × ln(0.1/0.914) = 0.10

So one line describes a film controlled by entry, a mixed film and a film controlled mainly by the bulk.

**Q:** Those values rest on a continuous charge density. Ions hop between layers.

**A:** I also computed the films layer by layer, with jumps of 0.4 nm and reverse hops included. Small changes of each prefactor gave C_m = 0.97, 0.39 and 0.11, and the slope stayed at 3.89 per MV/cm. Over thicknesses of 20, 100 and 300 nm and currents of 0.1 and 10 mA/cm², ln J differed from the continuum formula by at most 0.028. This tests discreteness across the film only. Each layer is still a uniform sheet of charge, although its ions are about 160 nm apart and the fixed sites lie about 21 nm apart, half of λ.

**Q:** The intercept might still help. In the entry-controlled film it should give J_m.

**A:** It does not, even there. For r = 100, J_m = 4.7 × 10⁻¹³ mA/cm², while the line has the prefactor 1.47 × 10⁻¹² mA/cm². The entry field exceeds the mean field by ln(14.7/4.7)/β, about 0.3 MV/cm, because the fixed charge makes the field fall across the film. The intercept mixes J_m with space charge.

**Q:** You made the two dipoles equal. Different jumps should have different slopes.

**A:** Then the slope carries information, and two symmetries show how much. Let J = G(Ē; J_m, u), with L and the fixed charge held constant.

First, multiply J, J_m and u by the same number c. The entry law and Gauss's law still hold with the same field profile, so G(Ē; cJ_m, cu) = cG(Ē; J_m, u). Differentiating the logarithm with respect to ln c at c = 1 gives

C_m + C_b = 1.

Second, add a constant δ to the field everywhere. Its gradient does not change. The current is also unchanged if J_m is multiplied by exp(−β_m δ) and u by exp(−β_b δ):

G(Ē + δ; J_m exp(−β_m δ), u exp(−β_b δ)) = G(Ē; J_m, u).

Differentiating the logarithm with respect to δ at δ = 0 gives

∂ln J/∂Ē − β_m C_m − β_b C_b = 0.

The local slope is therefore

S = C_m β_m + C_b β_b.

The fixed charge may have any profile, provided that it does not respond to the field. Reverse hops must be negligible and the barrier lowering linear.

**Q:** So I can solve for the control:

C_m = (β_b − S)/(β_b − β_m).

**A:** You can, if you know both β values independently and they differ. Take the r = 1 film, lower the entry dipole to 0.8 e·nm, and reset J_m so that the film still passes close to 1 mA/cm² at 7 MV/cm. Then β_m = 3.11 and β_b = 3.89 per MV/cm. The layer calculation gives C_m = 0.44 at 1 mA/cm², so

S = 0.4425 × 3.114 + 0.5575 × 3.892 = 3.55 per MV/cm,

which agrees with the slope found by changing the field. As a test with nonuniform charge, I let the fixed charge rise linearly from zero at the metal to 2ρ at the electrolyte. At 7 MV/cm this gave C_m = 0.50 and S = 3.50 per MV/cm, again in agreement with the rule.

**Q:** At least a mixed film with unequal dipoles should give a visibly curved plot.

**A:** Between 0.1 and 10 mA/cm², C_m rises from 0.34 to 0.55 and the slope falls from 3.62 to 3.47 per MV/cm. Entry gains less from the field than hopping does, so its share of the control grows. Yet the best straight line misses ln J by no more than 0.015, or 1.5% in current. Read as a single step, its slope of 3.55 per MV/cm would mean a dipole of 0.91 e·nm, which belongs to neither step.

Such a small bend would not prove mixed control either. One step can bend by itself, because barrier lowering is not strictly linear. Take the potential

U(x) = −(W/2)cos(πx/a) − pEx/a.

Its extrema satisfy sin(πx/a) = g, with g = 2pE/(πW). The well lies at x₁ = (a/π)arcsin g and the top at x₂ = a − x₁, so x₂ − x₁ = (2a/π)arccos g. The cosine term contributes W√(1 − g²) to the height and the field term −pE(x₂ − x₁)/a. Since 2pE/π = gW,

W(E) = W[√(1 − g²) − g arccos g].

With an assumed attempt rate ν = 10¹³ s⁻¹, the prefactor u of the r = 1 film corresponds to a bulk barrier of 1.13 eV. For this barrier and a zero-field dipole of 1.0 e·nm, the bend over ±0.59 MV/cm around 7 MV/cm is at most 0.017 in ln J. That window spans only 1.5 decades of rate, because curvature lowers the slope; over two decades the bend is 0.03. The slope falls with field here too, so a small bend of this sign does not by itself tell the two causes apart.

**Q:** Could I calculate the dipoles from the ion charges and jump distances?

**A:** The local-field factor γ gets in the way. With a = 0.2 nm, p = 1.0 e·nm requires γ = 1.0/(3 × 0.2) = 1.67 for a cation of charge 3e, and γ = 1.0/(2 × 0.2) = 2.5 for an anion of charge 2e. Both lie below the Lorentz estimate (9 + 2)/3 = 3.67, but that is the field at a cubic site, not its average along the jump. The forward and reverse dipoles must add to 2qa, here 1.2 e·nm for the cation and 0.8 e·nm for the anion, so a jump symmetric about its top has γ = 1, and the anion case would need a reverse dipole of −0.2 e·nm. With γ = 1, p = 1.0 e·nm needs a = 0.33 nm for the cation or 0.5 nm for the anion. Unless both a and γ are known, the slope does not even tell you which ion moves.

**Q:** If anions move, they enter from the electrolyte. Does that interface give the same law?

**A:** Yes. Let s = L − x be the distance from the electrolyte. The mobile charge is now negative and the fixed charge positive:

ε dE/dx = −ρ_mob + ρ.

Since dE/ds = −dE/dx,

ε dE/ds = ρ_mob − ρ.

This is the cation equation, with entry at s = 0. Equal ε, β, ρ, u and entry prefactor therefore give the same J(Ē, L). Anions of charge 2e need 1.5 × 10¹⁷ fixed sites per cm³ to keep ρ the same.

**Q:** And if cations cross the film easily but leave it slowly? That would put the electrolyte interface in control without any anions.

**A:** In this model, hardly, for a film of 100 nm. Cations collect in the last layer until they leave as fast as they arrive. More ions are then ready to jump, and their charge also raises the field across the last jump. I made the exit 1000 times slower in the r = 1 film with equal dipoles. At 7 MV/cm the current fell by 0.7%.

The size follows from Gauss's law. The waiting ions, 7.3 × 10¹¹ cm⁻², raise the last field by their charge per area divided by ε, about 0.44 MV/cm. That adds 1.7 to βE in one jump out of 250, or 0.0068 to βĒ. At fixed Ē, ln J falls by about that amount. The higher field makes the last jump about exp(1.7) = 5.5 times faster. The rest of the factor 1000 comes from the number waiting, about 180 times the usual 4 × 10⁹ cm⁻² in a layer.

In a 20 nm film the last jump is one of 50, so the same slow exit lowers the current by about 3%. The estimate does not apply if the waiting ions fill their sites, which the model does not include. It also spreads the waiting ions into a sheet, although they are about 12 nm apart and the jump is 0.4 nm. For point ions on a square array in front of a conducting electrolyte, the neighbours and their images add only 0.02 MV/cm at that density. About 2.4 × 10¹² cm⁻² must then wait, and the current falls by about 2% at 100 nm and 11% at 20 nm.

**Q:** My oxide may have no fixed charge. Does bulk control then disappear?

**A:** No, but its prefactor changes. With ρ = 0,

dy/dx = β_b J/(εu), so y = y₀ + β_b Jx/(εu).

If entry is easy, y₀ is small compared with the rise across the film. Neglect it and average the logarithm, using (1/L)∫₀ᴸ ln(x/L) dx = −1:

β_b Ē = ln[β_b JL/(εu)] − 1.

Solving for J, with e here Euler's number,

J = [eεu/(β_b L)] exp(β_b Ē).

J_m has dropped out: the ions' own space charge sets the current. The law is still exponential at fixed thickness, with a prefactor proportional to 1/L. For L = 100 nm and y₀ equal to one thousandth of the rise, the formula gives 1.008 times the current used in a direct integration. The neglected y₀ accounts for the excess.

**Q:** Then I should vary the thickness. If J at fixed field does not change, the interface must be limiting.

**A:** Return to the films with fixed charge and equal dipoles. At 7 MV/cm, for thicknesses of 20, 100 and 300 nm, the currents in mA/cm² are:

r = 100: 0.40, 1.00, 5.7
r = 1: 1.00, 1.00, 1.00
r = 0.1: 2.3, 1.00, 0.72

The formula for M explains the trends. As L tends to zero, M tends to ln r and J to J_m exp(βĒ). In a very thick film M tends to zero and J to J_b exp(βĒ). The current moves from one value to the other. For r = 1 the two are equal, so thickness has no effect although control is shared.

Thickness data can therefore reveal r and λ within this model when r differs from one, provided that the films span enough of this change. Films of 20 to 100 nm would hardly tell r = 100 from r = 1000. Thickness data cannot separate cation entry at the metal from anion entry at the electrolyte, because those cases have the same J(Ē, L).

**Q:** What would identify the interface?

**A:** Change its entry prefactor alone and compare currents at the same Ē and L. Doubling J_m multiplies the current by 1.94, 1.26 and 1.06 in the films with r = 100, 1 and 0.1. Dividing the logarithms of these factors by ln 2 gives 0.96, 0.33 and 0.09. These lie a little below the C_m values because faster entry lowers r, and a smaller r means a smaller C_m.

The comparison is clean if the treatment leaves the bulk, the fixed charge and the entry dipole unchanged. A new alloy or electrolyte may alter all of them, so that has to be checked.

**Q:** How far can I carry these numbers over to a real film?

**A:** Fields of several MV/cm and currents near 1 mA/cm² are reasonable for barrier alumina. The fixed-charge density is a chosen value, and it matters: ten times more charge would make λ 4.3 nm and lower C_m for r = 1 from 0.39 to 0.04. The model also treats this charge as smooth and permanent. It leaves out the capture of mobile ions by individual fixed sites, which could neutralise them. If ions follow the field lines, a site catches one in about εE/J, some 6 ms, and a rough Coulomb estimate from 0.4 nm adds about 1 eV to the escape barrier. So ρ must be read as the charge left uncompensated in the steady state. If that charge changes with the field, the slope rule does not apply. In real anodic alumina both aluminium and oxygen ions move, which breaks the assumption of one mobile species; I have not sized that effect.

Of the remaining corrections, barrier curvature is the largest I have sized. If p is the zero-field dipole, the cosine barrier multiplies the hopping rate at 7 MV/cm by 0.03 and the slope by 0.74, relative to linear lowering. A dipole fitted to data is thus a local value, and extrapolating to zero field is unsafe. Finding C_m from the slope likewise needs the dipoles at the working field. With cosine barriers of 1.13 eV and zero-field dipoles of 0.8 and 1.0 e·nm, zero-field values give C_m between 1.3 and 1.9. Values at the mean field still miss by up to 0.07 when the field varies across the film.

The other estimates are smaller. If 0.5 V of the 70 V drops outside the oxide, J falls by 18%. With a rough heat-transfer coefficient of 1000 W/(m²·K), the film warms by 0.7 K and the bulk hopping rate rises by 4%; the change in J also depends on the entry barrier. Where mobile ions are densest in the three films with equal dipoles and normal exit, at the entry side for r = 0.1, the field of one neighbouring ion at the mean spacing changes βE by about 0.19; a closer ion has a larger effect. Electron tunnelling comes to 7 × 10⁻⁴ mA/cm² if the electrolyte supplies electrons like a metal and they tunnel through a 3 eV barrier with an effective mass of 0.4 electron masses. The result is very sensitive to these assumptions. The film grows at 0.57 nm/s, about 3 × 10⁻⁶ of the ion speed in the neutral bulk, so the steady state is a good approximation there. The field is 0.7 of a rough breakdown field of 10 MV/cm, which leaves limited room to extend the plot upward.

**Q:** Then my straight plot supports field-assisted jumps over a barrier, but it does not tell me where the controlling jump is.

**A:** That is what it supports. To place the control at the metal, you need more than the plot. One way is a response that belongs to that interface. Another is to know which ion moves and to find C_m separately. Within this model, the slope gives C_m if both dipoles are known and differ. With equal dipoles, thickness data can give it when r differs from one. The numerical output below gives the values for each film.

Values computed for the example and the checks

```
temperature 298.15 K; kT 0.02569 eV
relative permittivity 9.0; jump 0.40 nm
activation dipole 1.00 e nm
beta 3.8922 per (MV/cm)
fixed-site density 1.00e+17 cm^-3
screening length 42.60 nm
film 100 nm; field 7.00 MV/cm
voltage 70.0 V; J 1.00 mA/cm2
common line prefactor 1.471e-12 mA/cm2
r=100: entry 4.684e-13, bulk 4.684e-11 mA/cm2
  formula C_entry 0.9712
  layers C_entry 0.9713, C_bulk 0.0287
  layer slope 3.8922 per (MV/cm)
  J at 20,100,300 nm: 0.4016, 1.0000, 5.7073 mA/cm2
  entry prefactor doubled: J times 1.9447
r=1: entry 1.471e-12, bulk 1.471e-12 mA/cm2
  formula C_entry 0.3852
  layers C_entry 0.3884, C_bulk 0.6116
  layer slope 3.8922 per (MV/cm)
  J at 20,100,300 nm: 1.0000, 1.0000, 1.0000 mA/cm2
  entry prefactor doubled: J times 1.2585
r=0.1: entry 8.778e-12, bulk 8.778e-13 mA/cm2
  formula C_entry 0.1047
  layers C_entry 0.1114, C_bulk 0.8886
  layer slope 3.8922 per (MV/cm)
  J at 20,100,300 nm: 2.2731, 1.0000, 0.7177 mA/cm2
  entry prefactor doubled: J times 1.0649
largest layer-continuum ln(J) difference 0.0277
anion mirror: largest ln(J) difference 4.1e-08
anion fixed-site density 1.50e+17 cm^-3
unequal dipoles: entry 0.80, bulk 1.00 e nm
  J 0.1 mA/cm2: C_entry 0.3441, slope 3.6243 cm/MV
  J 1.0 mA/cm2: C_entry 0.4425, slope 3.5477 cm/MV
  J 10.0 mA/cm2: C_entry 0.5484, slope 3.4652 cm/MV
  fitted slope 3.5464 cm/MV; max ln(J) error 0.0153
nonuniform charge: C_entry 0.5031, slope 3.5005 cm/MV
space-charge limit / integrated J 1.0079
exit 1000 times slower: J change -0.679 %
  waiting ions 7.291e+11 cm^-2
local-field factors: cation 1.667, anion 2.500
  Lorentz estimate 3.667
bulk barrier 1.1309 eV; attempt rate 1.0e+13 s^-1
cosine barrier: J times 0.0313, slope times 0.7421
  max bend in ln(J) over field window 0.0169
reverse/forward hop ratio 2.16e-24
interface drop 0.5 V: J times 0.8232
heat transfer 1000 W/m2K: rise 0.700 K, J times 1.0402
tunnelling (3 eV, 0.4 m_e) 7.44e-04 mA/cm2
neighbour-ion field times beta, r=0.1 entry: 0.1868
growth 0.5700 nm/s at 33 cm3/mol
  growth speed / ion speed 2.74e-06
field / rough 10 MV/cm breakdown field 0.70
```
